Real and complex RHF orbitals for two near-degenerate levels

**Problem**

Two electrons of opposite spin occupy one spatial orbital φ, built from two real orthonormal orbitals a and b:

φ = c a + s b,  |c|² + |s|² = 1.

A symmetry operation leaves a unchanged and reverses the sign of b. The one-electron Hamiltonian h, which may include a frozen closed-shell core, is real and invariant under this operation. Atomic units are used in the algebra, with

(pq|rs) = ∬ p(1)q(1) r(2)s(2)/r₁₂ d1 d2,

J_aa = (aa|aa), J_bb = (bb|bb), J = (aa|bb), K = (ab|ab).

By symmetry h_ab = (aa|ab) = (bb|ab) = 0. The diagonal elements of h are h_a and h_b. The gap Δ = ε_b − ε_a is the difference of canonical RHF orbital energies when a is doubly occupied. It is not h_b − h_a.

(a) Below what gap is the determinant a² unstable to mixing b into a, and does it matter whether the coefficient is real or complex?

(b) At exact degeneracy, meaning h_a = h_b and J_aa = J_bb, which φ has the lowest energy, and how far does it lie below the best real orbital?

**First estimate by scaling**

Let both orbitals have size L. Repulsion integrals are then of order 1/L, and J sets their scale. The product ab integrates to zero, so K, its self-repulsion, is expected to be smaller and is dropped here. It is shown below that K < J always, but K need not be much smaller: for the bonding and antibonding orbitals of a stretched bond, ab is a pair of separated opposite charges and K is comparable to J.

Mix b into a with a small amplitude t. Each electron is then in b with probability t². The orbital energy ε_b contains the repulsion from two electrons in a, but a promoted electron leaves only one behind. Its cost is therefore about Δ − J, and for two electrons

δE ≈ 2(Δ − J)t².

The estimated threshold is Δ ≈ J. At degeneracy the scale of the energy lowering from a² is again 1/L, with a pure number in front that scaling cannot supply. Setting that number to one gives a lowering of order J. With K dropped the estimate does not distinguish real from complex mixing, so it cannot give the separation between the complex and the best real orbital asked for in (b).

**Exact solution: the energy**

The density of one electron is

|φ|² = |c|² a² + |s|² b² + x ab,  x = 2 Re(c*s).

The energy is twice the one-electron energy plus the repulsion between two such densities. Terms linear in x vanish by symmetry, so

E = 2|c|²h_a + 2|s|²h_b + |c|⁴J_aa + |s|⁴J_bb + 2|c|²|s|²J + x²K.

The phase between c and s enters through x²K alone. An imaginary ratio s/c gives x = 0 and avoids this term.

**The stability condition**

With a doubly occupied, the Fock operator is h plus twice the Coulomb operator of a minus its exchange operator. Hence

ε_a = h_a + 2J_aa − J_aa = h_a + J_aa,

ε_b = h_b + 2J − K,

h_b − h_a = Δ + J_aa − 2J + K.

Its element between a and b vanishes by symmetry, so a² is a stationary point.

Now take c = cos t and s = e^{iχ} sin t. To second order |c|² = 1 − t², |c|⁴ = 1 − 2t², |s|² = t² and x² = 4t² cos²χ. The term in |s|⁴ is of fourth order. Therefore

δE = [2(h_b − h_a) − 2J_aa + 2J + 4K cos²χ] t².

Inserting h_b − h_a cancels J_aa and leaves

δE = 2[Δ − J + K + 2K cos²χ] t².

The two limiting phases give

imaginary (χ = π/2): δE = 2(Δ − J + K)t²,

real (χ = 0): δE = 2(Δ − J + 3K)t².

The Coulomb self-energy of any nonzero charge distribution f is positive, because in Fourier space it is an integral of |f(k)|²/k² with a positive factor. With f = ab this gives K > 0, so among the phases χ of the shared orbital the imaginary one is the softest. The determinant a² is unstable to it when

Δ < J − K.

The threshold is positive, since

J − K = ½ ∬ [a(1)b(2) − b(1)a(2)]²/r₁₂ d1 d2 > 0.

For J − 3K < Δ < J − K, a² is a local minimum among real orbitals in this space and yet unstable to complex ones. A stability check restricted to real closed-shell rotations does not reveal this.

Adding further orbitals to the basis cannot remove the instability of a stationary a², because the same trial determinants remain available. It may add other instabilities, so Δ > J − K does not guarantee stability in a larger basis.

Different orbitals for the two spins are another way out. With cos t a + sin t b for one spin and cos t a − sin t b for the other, the ab densities have opposite signs. The term +4Kt² of the real rotation becomes −4Kt², and

δE = 2(Δ − J − K)t².

This spin instability sets in at the larger gap J + K.

**What the SCF iteration does**

Let Δ > 0 and start from φ = a + iηb with small real η. The density is unchanged to first order, so only exchange responds. Its element between b and a is

∬ b(1)φ(1) φ*(2)a(2)/r₁₂ d1 d2 = iη(bb|aa) − iη(ab|ab) = iη(J − K).

Exchange enters the Fock matrix with a minus sign, so F_ba = −iη(J − K). First-order perturbation theory gives the new coefficient of b:

iη′ = F_ba/(ε_a − ε_b) = iη(J − K)/Δ.

The admixture is multiplied by g = (J − K)/Δ in each undamped step, and g > 1 is the instability condition again. If a fraction m of the new density matrix is mixed in, the factor becomes 1 + m(g − 1). For 0 < m ≤ 1 it still exceeds one when g does, so damping slows the growth without stopping it. A real start, however, produces a real Fock matrix, and real orbitals can be retained at every step. For φ = a + ηb the density per electron gains 2η ab, so twice the Coulomb operator contributes 4ηK to F_ba, while the exchange element is η(J + K). Then F_ba = −η(J − 3K), and a real admixture is multiplied by (J − 3K)/Δ in each step. When this factor is smaller than one in magnitude and Δ < J − K, the iteration from a real start close enough to a converges to the unstable solution a². The factor is a first-order result; a real start far from a may end at another stationary point, such as b².

**The complex minimum**

To go beyond small t, define

z = |c|² − |s|²,  y = 2 Im(c*s).

Then |c|² = (1 + z)/2, |s|² = (1 − z)/2, and x² + y² = 4|c|²|s|² = 1 − z². The one-electron part of E is

h_a + h_b − z(h_b − h_a),

and the repulsion without x²K is

(1 + z)²J_aa/4 + (1 − z)²J_bb/4 + (1 − z²)J/2.

Collecting powers of z gives

E = E₀ − Dz + Mz² + Kx²,

E₀ = h_a + h_b + (J_aa + J_bb + 2J)/4,

D = h_b − h_a + (J_bb − J_aa)/2,

M = (J_aa + J_bb − 2J)/4.

M is the Coulomb self-energy of (a² − b²)/2, so M > 0. At any z, x can be set to zero by letting y carry the remainder. For |D| < 2M the minimum is therefore at

x = 0,  z₀ = D/(2M),  y = ±√(1 − z₀²).

Since E(a²) = E₀ − D + M and D = 2Mz₀, the lowering from a² is

E(a²) − E_min = M − 2Mz₀ + Mz₀² = M(1 − z₀)².

Substituting the definitions gives 2M − D = J − K − Δ, so this minimum leaves a² at the threshold found above.

At exact degeneracy D = 0 and M = (J_aa − J)/2. Hence z₀ = 0, y = ±1, and

φ = (a ± ib)/√2,  E = 2h_a + (J_aa + J)/2.

Up to an overall phase these are the two minima, and complex conjugation exchanges them. Both have the density (a² + b²)/2 per electron, but opposite currents ±½(a∇b − b∇a).

For real orbitals y = 0 and x² = 1 − z², so

E_real = E₀ + K + (M − K)z².

The best real energy is E₀ + K if M > K (at z = 0) and E₀ + M if M < K (at z = ±1). The complex minimum lies below it by min(M, K).

The gap itself need not vanish at degeneracy. Setting h_b = h_a in the relation for Δ gives Δ = 2J − K − J_aa = J − K − 2M, which is below the threshold by 2M.

**Comparison of the two**

The estimate Δ ≈ J exceeds the exact threshold by K. Take J_aa = 12, J_bb = 11, J = 9 and K = 1 eV, so that M = 1.25 eV and the exact threshold is 8 eV.

- At h_b − h_a = 4 eV the gap is 9 eV. The estimate calls this marginal, but the imaginary curvature d²E/dt² = 4(9 − 9 + 1) = 4 eV/rad² is positive, so a² is stable to complex mixing.
- At h_b − h_a = 2 eV the gap is 7 eV. The imaginary curvature is −4 eV/rad² and the real one +4 eV/rad². The SCF factors are 8/7 = 1.14 and 6/7 = 0.86. With D = 1.5 eV, z₀ = 1.5/2.5 = 0.6, and the lowering is 1.25 × 0.4² = 0.20 eV.
- At h_b − h_a = 0.6 eV the gap is 5.6 eV, below J − 3K = 6 eV, so real mixing also lowers the energy. The complex minimum is still 0.99 eV below the best real orbital.

The antibonding π pair of O₂ supplies exact degeneracy. At a bond length of 1.21 Å in the cc-pVDZ basis, with orbitals and frozen core from triplet ROHF, J_aa = 16.83, J = 15.54 and K = 0.647 eV. Rotating the pair by 45° about the axis turns ab into ±(a² − b²)/2, so M = K. The gap is then J − 3K = 13.60 eV, below the threshold J − K = 14.90 eV. The estimated threshold, 15.54 eV, is 4% above the exact one. The last digits depend on the basis: in aug-cc-pVDZ, cc-pVTZ and aug-cc-pVTZ, J_aa, J, the gap and J − K are lower by 0.01 to 0.07 eV and K lies between 0.643 and 0.647 eV, while the 4% is unchanged.

The estimate of the lowering fares much worse. The exact lowering from a² is M, which for this pair equals K = 0.647 eV and is therefore also the lowering below the best real orbital. J is 24 times larger. At degeneracy the lowering from a² is M = (J_aa − J)/2, for this pair a difference of two similar repulsions, and the lowering below the best real orbital is min(M, K). Scaling with size fixes neither the cancellation nor the ratio K/J.

When all orbitals of O₂ are relaxed, the complex RHF solution lies 0.671 eV (0.0246 hartree) below the real one, close to the frozen value. This figure is not converged in the basis: it is 0.645 eV in cc-pVTZ and 0.639 eV in aug-cc-pVTZ, where the frozen value is 0.646 eV. With density mixing m = 0.7 and a tolerance of 10⁻⁸ on the change of the density matrix, the real start converged in 24 steps. Restarted from that solution with an imaginary rotation of 0.05 rad, the iteration took 290 steps to reach the complex one. Both counts depend on m and on the tolerance; without damping they are about 14 and 200.

The complex solution is not the ground state. In the two-orbital space the triplet has energy 2h_a + J − K, which is lower by M + K, or 1.29 eV for O₂. After relaxation the complex solution is 1.10 eV above triplet ROHF in cc-pVDZ (1.08 eV in cc-pVTZ, 1.07 eV in aug-cc-pVTZ). To see what it represents, expand

φ(1)φ(2) = ½[a(1)a(2) − b(1)b(2)] ± (i/2)[a(1)b(2) + b(1)a(2)].

The two brackets are singlet eigenstates within this space, with energies 2h_a + J_aa − K and 2h_a + J + K. These differ by 2(M − K). For M = K they coincide, and the complex determinant is itself an eigenstate in the two-orbital space; otherwise it mixes two different energies. The O₂ numbers come from a finite basis without dynamic correlation and are not measured excitation energies.

The numerical check checks the curvatures, SCF factors and minima numerically.

Table of computed values

```
model Jaa, Jbb, J, K = 12.0, 11.0, 9.0, 1.0 eV
model M = 1.250 eV
thresholds J-3K, J-K, J+K = 6.0, 8.0, 10.0 eV
h_b-h_a = 4.0 eV: gap = 9.00 eV, D = 3.50 eV
  curvature imag, real, spin = 4.00, 12.00, -4.00 eV/rad^2
  SCF growth factor imag, real = 0.8889, 0.6667
  z at minimum = 1.000, weight of b = 0.000
  lowering from a^2 = 0.0000 eV, from best real = 0.0000 eV
h_b-h_a = 2.0 eV: gap = 7.00 eV, D = 1.50 eV
  curvature imag, real, spin = -4.00, 4.00, -12.00 eV/rad^2
  SCF growth factor imag, real = 1.1429, 0.8571
  z at minimum = 0.600, weight of b = 0.200
  lowering from a^2 = 0.2000 eV, from best real = 0.2000 eV
  SCF from imaginary seed: gap at minimum = 8.0000 eV
h_b-h_a = 0.6 eV: gap = 5.60 eV, D = 0.10 eV
  curvature imag, real, spin = -9.60, -1.60, -17.60 eV/rad^2
  SCF growth factor imag, real = 1.4286, 1.0714
  z at minimum = 0.040, weight of b = 0.480
  lowering from a^2 = 1.1520 eV, from best real = 0.9920 eV
  SCF from imaginary seed: gap at minimum = 8.0000 eV
  rotated real solution: z = 0.200, phase curvature = -1.920 eV/rad^2
degenerate model M = 1.5, K = 1.0 eV: below best real 1.000 eV, spread 0.500 eV
degenerate model M = 1.5, K = 2.0 eV: below best real 1.500 eV, spread 0.500 eV
O2 cc-pVDZ, bond = 1.21 angstrom, orbitals = 28, core = 7
O2 Jaa, J, K = 16.8347, 15.5416, 0.6465 eV
O2 frozen gap at a^2 = 13.6020 eV, J-K = 14.8951 eV
O2 frozen SCF growth factor imag = 1.0951
O2 frozen lowering by complex orbital = 0.6465 eV
O2 two-electron levels above triplet = 0.0000, 1.2931, 1.2931, 2.5861 eV
O2 complex determinant above triplet = 1.2931 eV
O2 relaxed real RHF energy = -4069.2578 eV
O2 relaxed complex RHF energy = -4069.9284 eV
O2 relaxed lowering = 0.6707 eV = 0.024647 hartree
O2 relaxed gap real, complex = 13.5195, 14.8503 eV
O2 complex RHF above triplet ROHF = 1.1014 eV
O2 seed angle = 0.05 rad, SCF steps real, complex = 24, 290
O2 complex populations of a, b per spin = 0.5000, 0.5000
```
